# Mean Charge of Selenium Double Donors in Silicon near a Silicide Contact

## Problem

A substitutional selenium atom in silicon can bind two electrons beyond those used in its four bonds. It is a double donor with charge states Se$^0$, Se$^+$ and Se$^{2+}$. Its two levels lie below the conduction-band edge $E_c$ by

$$a_1=0.31\ \text{eV}\quad(0/+),\qquad a_2=0.59\ \text{eV}\quad(+/2+).$$

The Fermi level lies $D=0.56$ eV below the same band edge, and the temperature is 300 K.

(a) Derive the equilibrium populations of the three charge states and calculate the mean charge per atom.

(b) Find how the mean charge depends on the position of the Fermi level, including its limits and its slope at the given point.

(c) The atoms have segregated near a nickel silicide contact at zero bias. They form a sheet of $N=10^{11}\ \text{cm}^{-2}$ at a distance $d=10$ nm from the metal. Calculate the electrostatic potential step that the sheet produces, using the charge from (a).

(d) Decide how far the nearby metal changes the answer to (a), and estimate the other effects left out.

## Solution

### Conventions and assumptions

Electron energies are measured from the local conduction-band edge, so the Fermi energy is $-D$. The elementary charge is $q>0$, and $kT$ is expressed in eV when it divides an energy in eV.

A level such as $(+/2+)$ is the energy difference between the ion with one bound electron and the ion with none. The depths are taken to be valid at 300 K, and the spin degeneracy is not already included in them. The bound electrons occupy one orbital, which has no degeneracy apart from spin. For part (a) the donors are independent of each other and far from any metal.

### (a) Populations and mean charge

Let $n$ be the number of bound electrons, so that the ionic charge is $m=2-n$ in units of $q$.

- Se$^{2+}$ has $n=0$, energy $E_0=0$ and one state, $g_0=1$.
- Se$^{+}$ has $n=1$. Adding the first electron lowers the energy by $a_2$, so $E_1=-a_2$. The spin can point up or down, so $g_1=2$.
- Se$^{0}$ has $n=2$. Adding the second electron lowers the energy by a further $a_1$, so $E_2=-a_2-a_1$. Two electrons in one orbital must have opposite spins, so $g_2=1$.

The second electron is bound less strongly than the first because the two repel each other. If each were bound by $a_2$ and the pair had a repulsion energy $U$, then $-2a_2+U=-a_2-a_1$, which gives $U=a_2-a_1=0.28$ eV.

The donor exchanges electrons with a reservoir at Fermi energy $-D$. The grand-canonical weight of $n$ electrons is therefore

$$w_n=g_n\exp\left[-\frac{E_n-n(-D)}{kT}\right]=g_n\exp\left[-\frac{E_n+nD}{kT}\right].$$

The three weights are

$$w_0=1,\qquad w_1=2\,e^{(a_2-D)/kT},\qquad w_2=e^{(a_1+a_2-2D)/kT}.$$

It is convenient to compare the other two populations with that of Se$^+$. Division gives

$$x_2\equiv\frac{P_{2+}}{P_+}=\frac{w_0}{w_1}=\frac12\,e^{(D-a_2)/kT},$$

$$x_0\equiv\frac{P_0}{P_+}=\frac{w_2}{w_1}=\frac12\,e^{(a_1+a_2-2D-a_2+D)/kT}=\frac12\,e^{(a_1-D)/kT}.$$

Both factors of one half have the same origin: the singly charged ion has two spin states, while each of its neighbours in charge has one.

The populations add up to one, so $P_+(1+x_0+x_2)=1$. The mean charge in units of $q$ is

$$z=0\cdot P_0+1\cdot P_++2\cdot P_{2+}=\frac{1+2x_2}{1+x_0+x_2}.$$

Subtracting one shows what drives the charge away from $+1$:

$$z-1=\frac{1+2x_2-1-x_0-x_2}{1+x_0+x_2}=\frac{x_2-x_0}{1+x_0+x_2}.$$

At 300 K, $kT=0.02585$ eV. The exponents are

$$\frac{D-a_2}{kT}=\frac{0.56-0.59}{0.02585}=-1.1605,\qquad \frac{a_1-D}{kT}=\frac{0.31-0.56}{0.02585}=-9.6704.$$

Hence

$$x_2=\tfrac12e^{-1.1605}=0.1567,\qquad x_0=\tfrac12e^{-9.6704}=3.16\times10^{-5}.$$

The populations are $P_+=0.8645$, $P_{2+}=0.1354$ and $P_0=2.7\times10^{-5}$, and the mean charge is

$$z=0.8645+2(0.1354)=1.135\approx 1.14.$$

In SI units this is $1.82\times10^{-19}$ C per atom. Every individual atom has an integer charge at any moment. The fractional value is an average over atoms, or over time for one atom: about 86% are singly ionized and 14% doubly ionized.

The Fermi level lies 0.03 eV above the $(+/2+)$ level, which favours keeping the last electron. Because 0.03 eV is close to $kT$, a noticeable minority still lose it. The $(0/+)$ level lies 0.25 eV above the Fermi level, so almost no atom keeps both electrons.

The spin factors matter. Without them both ratios would double, and the mean charge would be 1.24. That larger value would be right if the quoted depths were effective levels with the degeneracy already absorbed, which is why the convention had to be stated.

The state counting can be checked without inserting any degeneracy by hand. One orbital with two spins has a four-state Fock space. With the repulsion $U$ found above, a direct trace over the four states gives the same mean charge, 1.1354.

### (b) Dependence on the Fermi level

As $D$ grows, the Fermi level moves down and the donor loses electrons. The formula has three regimes, provided that $a_2-a_1$ is many times $kT$, as it is here.

- For $D$ well below $a_1$, $x_0$ is large and $x_2$ is small, so $z\to0$.
- For $D$ between the levels and several $kT$ from both, both ratios are small and $z\approx1$.
- For $D$ well above $a_2$, $x_2$ is large and $x_0$ is small, so $z\to2$.

The mean charge equals one when $x_0=x_2$, that is, when $a_1-D=D-a_2$. This occurs at $D=(a_1+a_2)/2=0.45$ eV, midway between the levels.

With the neutral state negligible, half of the atoms are doubly ionized when $x_2=1$:

$$\frac12e^{(D-a_2)/kT}=1\quad\Longrightarrow\quad D=a_2+kT\ln2=0.608\ \text{eV}.$$

The half-way point is thus not at the level itself. The Fermi level must lie lower by $kT\ln2$ to overcome the two spin states of Se$^+$.

The slope follows from the weights. Since $n=2-m$,

$$e^{-nD/kT}=e^{-2D/kT}\,e^{mD/kT}.$$

The first factor is common to all charge states and cancels from the populations. We may therefore write $P_m=c_me^{mD/kT}/Z$, where $Z=\sum_m c_me^{mD/kT}$ and $c_m$ does not depend on $D$. Differentiating $z=\sum_m mP_m$ by the quotient rule gives

$$\frac{dz}{dD}=\frac{1}{kT}\left[\sum_m m^2P_m-\left(\sum_m mP_m\right)^2\right]=\frac{\langle m^2\rangle-z^2}{kT}.$$

The slope is the variance of the charge divided by $kT$. It cannot be negative, as expected: lowering the Fermi level cannot make the mean charge less positive. For the present populations,

$$\langle m^2\rangle=0.8645+4(0.1354)=1.406,\qquad z^2=1.289,$$

$$\frac{dz}{dD}=\frac{1.406-1.289}{0.02585\ \text{eV}}\approx4.5\ \text{per eV}=0.0045\ \text{per meV}.$$

An uncertainty of a few meV in the relative position of level and Fermi level therefore already affects the second decimal of $z$. For a finite change of 10 meV in $a_2$, with everything else fixed, the full formula gives 1.10 if the level is deeper and 1.19 if it is shallower.

### (c) Potential step of the segregated sheet

The areal charge is

$$\sigma=qzN=0.0182\ \mu\text{C/cm}^2=1.82\times10^{-4}\ \text{C/m}^2.$$

Consider the average field of this sheet alone, with the compensating charge $-\sigma$ on the metal surface. Beyond the sheet the two contributions cancel. Between sheet and metal they add, and Gauss's law gives a field of magnitude $\sigma/\varepsilon$. With $\varepsilon=11.7\,\varepsilon_0$ for silicon, the potential at the sheet relative to the metal rises by

$$\Delta V=\frac{\sigma d}{\varepsilon}=\frac{(1.82\times10^{-4}\ \text{C/m}^2)(10^{-8}\ \text{m})}{11.7\,\varepsilon_0}=17.6\ \text{mV}.$$

The electron has charge $-q$, so this positive potential lowers the band edge by 17.6 meV at the sheet if all other charge is held fixed. In a contact at zero bias the depletion region narrows when the sheet is added. For a doping near $4\times10^{16}\ \text{cm}^{-3}$, which matches the profile used below, the net lowering is about 16 meV. If every atom were counted as doubly ionized, the step would be larger by the factor $2/1.135=1.76$, or about 31 mV. The mean charge therefore enters any estimate of how strongly segregated selenium bends the band.

The value $D=0.56$ eV already includes this step. Take the electron barrier at the metal, measured to the average band edge without the image energy of an electron, to be roughly 0.65 eV. The band edge then falls by $0.65-0.56=0.09$ eV over 10 nm, which corresponds to a mean field of 0.09 MV/cm. The sheet supplies 0.0176 eV of that fall; the remainder must come from other charge, such as ionized donors in the depletion region.

### (d) The nearby metal and other neglected effects

**Image energy.** Part (c) used the average field of the whole sheet. An individual ion also attracts its own screening charge in the metal, and this changes its ionization levels.

For an ion of charge $mq$ at distance $x$ from a plane metal, an image charge $-mq$ at distance $x$ behind the surface makes the potential vanish on the surface. The charges are $2x$ apart, so the attractive force is

$$F(x)=\frac{m^2q^2}{4\pi\varepsilon(2x)^2}=\frac{m^2q^2}{16\pi\varepsilon x^2}.$$

The energy relative to an ion far from the metal is minus the work needed to pull it away:

$$E_{\rm im}=-\int_d^\infty F(x)\,dx=-\frac{m^2q^2}{16\pi\varepsilon d}\equiv-m^2W,\qquad W=\frac{q^2}{16\pi\varepsilon d}.$$

The energy depends on $m^2$, so the second ionization gains more than the first. The electron levels become

$$E(0/+)=E({\rm Se}^0)-E({\rm Se}^+)=-a_1-0+W=-a_1+W,$$

$$E(+/2+)=E({\rm Se}^+)-E({\rm Se}^{2+})=-a_2-W+4W=-a_2+3W.$$

Both levels rise, which makes ionization easier. In the formula of part (a), $a_1$ is replaced by $a_1-W$ and $a_2$ by $a_2-3W$. The distance $D$ is held fixed and refers to the average electrostatic band edge, without the image energy of a free electron.

At $d=10$ nm, $W=3.08$ meV and $3W=9.23$ meV. The ratio of doubly to singly ionized atoms becomes

$$x_2'=0.1567\,e^{0.00923/0.02585}\approx0.224,$$

and, with the neutral state negligible,

$$z'\approx1+\frac{0.224}{1.224}=1.18.$$

The same calculation at other distances, still with $D=0.56$ eV, gives 1.15 at 30 nm, 1.24 at 5 nm and 1.48 at 2 nm. The answer 1.14 thus belongs to donors far from the metal. For the sheet in part (c), 1.18 is the better estimate as long as the neighbouring donors are treated as a smooth sheet.

Using 1.18 in part (c) would raise the sheet's step by about 4%, or 0.7 mV. If the other charges were fixed, $D$ would fall by this amount, and the slope from part (b) shows that $z$ would fall by only a few thousandths. This feedback is negligible at the chosen dose.

At 2 nm the image formula itself becomes rough, because it treats the ion as a point, the silicon as a uniform dielectric and the metal as a perfect conductor with a sharp surface. A finite screening depth in the metal weakens the image attraction: Thomas–Fermi lengths of 0.03 to 0.1 nm give 1.42 to 1.32. Spill-out of metal electrons into the silicon acts the other way: moving the image plane out by 0.1 nm gives 1.51. The value 1.48 is therefore uncertain by about 0.1, while the value at 10 nm stays at 1.18.

**Random neighbours.** The donors do not form a smooth sheet. Suppose that they are placed at random, each neighbour carrying the fixed charge 1.135 together with its image. A sample of 20,000 arrangements within a radius of 200 nm, with separations below 0.5 nm set to 0.5 nm and the mean band edge held at $D=0.56$ eV, gives an average charge of 1.1485 with a sampling error of 0.0003; a larger sample gives 1.148. Changing the 0.5 nm cutoff between 0.24 and 1 nm moves the value by about 0.001, so the increase of about 0.013 is resolved. This calculation leaves out each ion's own image energy and the random positions of other dopants in the depletion region. The image energy and the random neighbours both raise the charge. Including both gives about 1.20, whether the neighbours carry a frozen mean charge or fluctuating integer charges.

The sign of the increase follows from the shape of $z(D)$. With the neutral state negligible, $z=1+x_2/(1+x_2)$, which curves upward as long as $x_2<1$. Neighbours can raise $D$ above its mean by no more than the mean sheet step of 17.6 meV, which leaves it below the half-way point of 0.608 eV. Averaging an upward-curving function over a spread of $D$ gives more than its value at the mean. Very close pairs could bring the neutral state into play, but they are rare at this dose.

**Temperature.** At 400 K, with all depths and $D$ held fixed, the mean charge is 1.17. In a device $D$ would also change with temperature, so this value isolates the thermal factor alone.

A larger uncertainty arises because the quoted depths match the optical ionization energies of selenium measured at low temperature, about 0.307 and 0.593 eV. Their use at 300 K is an assumption of this problem. The silicon gap narrows by roughly 50 meV between low temperature and 300 K. If the second level keeps its distance from the valence band, its depth below the conduction band shrinks by the full 50 meV to 0.54 eV. With $D$ and $a_1$ unchanged, the mean charge would then be 1.52; with the narrowing of about 46 meV given by standard fits of the gap it would be 1.48. This is not a prediction for selenium. It shows why the assumption that the depths apply at 300 K is essential to the result.

**Excited states and electric field.** Silicon has six conduction-band valleys, so the lowest orbital of Se$^+$ is accompanied by five further orbitals of the same family, or ten states with spin. Taking all of them roughly 0.4 eV higher multiplies the weight of Se$^+$ by

$$1+\frac{10}{2}e^{-0.4/0.02585},$$

which changes $z$ by only $-1\times10^{-7}$.

The field of 0.09 MV/cm, or 0.009 V/nm, acts on an orbital roughly 1 nm in size. A second-order estimate of the level shift is

$$\frac{(0.009\ \text{eV})^2}{0.4\ \text{eV}}=0.2\ \text{meV}.$$

The assumed orbital size is generous, so this is an upper estimate. By the slope in part (b), it changes $z$ by no more than about 0.001.

### Comparison with real contacts

The barrier of roughly 0.65 eV is in the range measured for nickel silicide on n-type silicon. Measured barriers, however, already include the image lowering of an electron, about 0.03 eV at a field of 0.09 MV/cm. The average band edge at a real contact may therefore lie higher than assumed in part (c), and the field may be larger.

The dose of $10^{11}\ \text{cm}^{-2}$ is far below the implanted doses of roughly $10^{13}\ \text{cm}^{-2}$ and above used for dopant segregation. It was chosen so that the donors remain well separated.

If $10^{13}\ \text{cm}^{-2}$ were electrically active at 10 nm with the same mean charge, the formula in part (c) would give a step of about 1.8 V. That exceeds the barrier itself, so $D$ could not remain at 0.56 eV. The donor charge and the band bending would have to be found together. The typical spacing $1/\sqrt N$ would also be only about 3 nm, so the assumption of isolated donors would fail, and selenium pairs or other complexes with different levels could form.

Segregated atoms may also lie much closer to the metal than 10 nm. At 2 nm, with $D$ held fixed, the image energy alone moves the calculated charge from 1.14 to 1.48. In a real contact $D$ would not stay fixed, because the band edge rises towards the metal. If it varied linearly between the values used in part (c), $D$ would be about 0.63 eV at 2 nm. This gives $x_2\approx2.5$, so most atoms would be doubly ionized even without the image energy. The calculated values are listed in the numerical output below.

## Values computed for the example and the checks

```
Level depths a1, a2: 0.31, 0.59 eV
Fermi depth D: 0.56 eV; temperature: 300 K
Thermal energy kT: 0.02585 eV
(D-a2)/kT: -1.1605; (a1-D)/kT: -9.6704 (no unit)
Ratio x2 = P(2+)/P(+): 0.1567 (no unit)
Ratio x0 = P(0)/P(+): 3.156e-05 (no unit)
Fraction neutral: 2.729e-05 (no unit)
Fraction singly ionized: 0.8645 (no unit)
Fraction doubly ionized: 0.1354 (no unit)
Mean charge: 1.1354 e = 1.8191e-19 C
Mean charge from Fock-space trace: 1.1354 e
Mean charge if spin factors are omitted: 1.2385 e
Fermi depth for half doubly ionized: 0.6079 eV
Slope dz/dD: 0.00453 e per meV
Relative permittivity used: 11.7 (no unit)
Sheet dose: 1.0e+11 cm^-2; distance: 10 nm
Sheet charge: 0.0182 uC/cm2
Sheet potential step: 17.56 mV
Rough metal-side barrier: 0.65 eV
Mean field, metal to sheet: 0.090 MV/cm
Metal at 2 nm: W = 15.38 meV, 3W = 46.15 meV, charge 1.483 e
Metal at 5 nm: W = 6.15 meV, 3W = 18.46 meV, charge 1.242 e
Metal at 10 nm: W = 3.08 meV, 3W = 9.23 meV, charge 1.183 e
Metal at 30 nm: W = 1.03 meV, 3W = 3.08 meV, charge 1.150 e
Charge averaged over random neighbours: 1.1485 e
Sampling error of that average: 0.0003 e
Charge, a2 deeper by 10 meV: 1.096 e
Charge, a2 shallower by 10 meV: 1.187 e
Rough gap narrowing: 50 meV
Charge, a2 reduced by it: 1.520 e
Charge at 400 K, same depths: 1.173 e
Rough excitation energy of Se+: 0.4 eV
Charge change from excited Se+: -1.1e-07 e
Rough orbital size: 1 nm
Quadratic field shift, estimate: 0.20 meV
```
